# Point defects in B2 compounds at fixed composition: the stoichiometric jump

A B2 alloy is prepared with 50.1 atomic per cent of A, sealed, and annealed. How many vacancies does it contain? A supercell calculation gives the energy of a crystal with one A atom missing, but does not say where that atom went. In an elemental crystal it builds new lattice at the surface. In an ordered compound one A atom cannot build a whole cell, so the cost of the vacancy depends on which other defects take up the imbalance. These differ on the two sides of stoichiometry, and the effective formation energy changes with them.

## The model

The A sites form sublattice \(\alpha\), the B sites sublattice \(\beta\), with one site of each per cell. The atom numbers \(N_A,N_B\) are fixed; the number of cells \(N\) is free, because the crystal can gain or lose lattice sites. The defects are the vacancies \(V_A,V_B\) and the antisites \(A_B\) (an A atom on a B site) and \(B_A\). They are neutral, dilute and non-interacting. The pressure is zero and vibrational entropy is left out at first.

Let \(e_0\) be the energy of a perfect cell and \(\varepsilon_d\) the energy of a supercell with one defect \(d\) minus that of the perfect supercell, both with the pure elements at zero. With \(n_d\) defects and \(x_d=n_d/N\), counting atoms gives
\[
\begin{aligned}
N_A&=N-n_{V_A}-n_{B_A}+n_{A_B},\\
N_B&=N-n_{V_B}-n_{A_B}+n_{B_A}.
\end{aligned}
\]
Subtracting, \(N_A-N_B=\sum_d q_dn_d\), with \(q_d=-1,+1,+2,-2\) for \(V_A,V_B,A_B,B_A\). Adding, \(N_A+N_B=2N-n_{V_A}-n_{V_B}\). The composition variable is therefore
\[
X=\frac{N_A-N_B}{N_A+N_B}=\frac{\sum_d q_dx_d}{2-x_{V_A}-x_{V_B}}\approx\frac12\sum_d q_dx_d .
\]
The atomic fraction of A is \((1+X)/2\).

Three independent combinations of defects can be created without changing either atom number. Any other follows from them; for example, two \(V_B\) and one \(B_A\) cost \(2H_S+H_X-H_T\). The three are
\[
\begin{aligned}
H_T&=e_0+2\varepsilon_{V_A}+\varepsilon_{A_B},\\
H_S&=e_0+\varepsilon_{V_A}+\varepsilon_{V_B},\\
H_X&=\varepsilon_{A_B}+\varepsilon_{B_A}.
\end{aligned}
\]
The first is the triple defect. One added cell brings one A and one B; two A vacancies remove two A; the antisite adds one A and removes one B. The net change is zero. The second is the Schottky pair, the third the exchange pair. All three energies are taken as positive, and so is \(2H_S+H_X-H_T\); otherwise the ordered crystal could lower its energy by filling with defects. The last condition holds automatically when \(H_T<\min(2H_S,H_X)\). "Triple defect" here means a balanced population of separate defects, not a bound complex.

The result to be derived is this. If \(H_T<\min(2H_S,H_X)\), then as \(T\to0\) at fixed \(X\neq0\) the effective formation energies are

- A-rich: \(V_A\): \(H_T/2\); \(V_B\): \(H_S-H_T/2\); \(A_B\): \(0\); \(B_A\): \(H_X\).
- B-rich: \(V_A\): \(0\); \(V_B\): \(H_S\); \(A_B\): \(H_T\); \(B_A\): \(H_X-H_T\).

Each jumps by \(-q_dH_T/2\) from the B-rich to the A-rich side.

## First derivation: chemical potentials

**Equilibrium conditions.** Each sublattice has a multinomial number of arrangements. With \(n_{0\alpha}=N-n_{V_A}-n_{B_A}\) and \(n_{0\beta}=N-n_{V_B}-n_{A_B}\) correctly occupied sites,
\[
W=\frac{N!}{n_{0\alpha}!\,n_{V_A}!\,n_{B_A}!}\;\frac{N!}{n_{0\beta}!\,n_{V_B}!\,n_{A_B}!},
\]
\[
G=Ne_0+\sum_dn_d\varepsilon_d-kT\ln W .
\]
We minimise \(G-\mu_AN_A-\mu_BN_B\), where the multipliers \(\mu_A,\mu_B\) enforce the atom numbers. Stirling's formula gives \(\partial\ln n!/\partial n=\ln n\). Raising \(n_{V_A}\) by one lowers \(n_{0\alpha}\) by one, so \(\partial\ln W/\partial n_{V_A}=\ln(n_{0\alpha}/n_{V_A})\). It also lowers \(N_A\) by one. Hence
\[
\varepsilon_{V_A}+kT\ln\frac{x_{V_A}}{x_{0\alpha}}+\mu_A=0 .
\]
The other defects follow in the same way: \(x_d/x_0=e^{-E_d/kT}\), where \(x_0\) is the correctly occupied fraction of the defect's own sublattice and
\[
\begin{aligned}
E_{V_A}&=\varepsilon_{V_A}+\mu_A, & E_{V_B}&=\varepsilon_{V_B}+\mu_B,\\
E_{A_B}&=\varepsilon_{A_B}-\mu_A+\mu_B, & E_{B_A}&=\varepsilon_{B_A}+\mu_A-\mu_B .
\end{aligned}
\]
Changing \(N\) at fixed \(n_d\) changes both \(n_{0\alpha}\) and \(n_{0\beta}\), so \(\partial\ln W/\partial N=2\ln N-\ln n_{0\alpha}-\ln n_{0\beta}\), and
\[
\mu_A+\mu_B=e_0+kT\ln(x_{0\alpha}x_{0\beta}).
\]
The last term is of order \(kT\) times the defect fraction and is dropped in the dilute limit.

**One free variable.** Write \(\mu_A=e_0/2+\Delta\) and \(\mu_B=e_0/2-\Delta\). Then
\[
E_d=g_d-q_d\Delta,
\]
with \(g_d=\varepsilon_d+e_0/2\) for vacancies and \(g_d=\varepsilon_d\) for antisites. In these terms \(H_T=2g_{V_A}+g_{A_B}\), \(H_S=g_{V_A}+g_{V_B}\) and \(H_X=g_{A_B}+g_{B_A}\). The structure is that of a doped semiconductor: \(X\) acts like the doping, \(\Delta\) like the Fermi level, and \(\sum_dq_dx_d=2X\) like charge neutrality.

**The limit \(T\to0\).** On the A-rich side \(\sum_dq_dx_d=2X>0\), so \(V_B\) or \(A_B\) must keep a finite fraction. A finite fraction means \(E_d\approx-kT\ln x_d\to0\). No \(E_d\) can tend to a negative value, since the crystal would not remain dilute. Thus \(\Delta\) tends to the smaller of \(g_{V_B}\) and \(g_{A_B}/2\). Because \(g_{A_B}-2g_{V_B}=H_T-2H_S\), the antisite is selected when \(H_T<2H_S\), and \(\Delta\to\Delta_+=g_{A_B}/2\).

On the B-rich side \(V_A\) or \(B_A\) must remain. Because \(2g_{V_A}-g_{B_A}=H_T-H_X\), the vacancy is selected when \(H_T<H_X\), and \(\Delta\to\Delta_-=-g_{V_A}\).

Inserting \(\Delta_+\) gives \(E_{V_A}=g_{V_A}+g_{A_B}/2=H_T/2\), \(E_{V_B}=g_{V_B}-g_{A_B}/2=H_S-H_T/2\) and \(E_{B_A}=g_{B_A}+g_{A_B}=H_X\). Inserting \(\Delta_-\) gives \(E_{V_B}=H_S\), \(E_{A_B}=g_{A_B}+2g_{V_A}=H_T\) and \(E_{B_A}=g_{B_A}-2g_{V_A}=H_X-H_T\). These are the stated values. The jump is
\[
-q_d(\Delta_+-\Delta_-)=-q_d\left(\frac{g_{A_B}}2+g_{V_A}\right)=-\frac{q_dH_T}{2}.
\]

## Second derivation: reactions that conserve atoms

The same energies follow from bookkeeping, without chemical potentials. Let the crystal contain a constitutional defect \(c\), one that the composition forces to be present. Create one defect \(d\), and let the numbers of \(c\) and of cells adjust so that \(N_A\) and \(N_B\) stay fixed. Conservation of \(N_A-N_B\) requires \(\delta n_c=-q_d/q_c\). Conservation of \(N_A+N_B\) requires half a new cell for each new vacancy. The cost per defect \(d\) is called \(F_d\).

For constitutional \(A_B\) (A-rich):

- Two \(V_A\) need one more \(A_B\) and one cell. The cost is \(H_T\), so \(F_{V_A}=H_T/2\).
- Two \(V_B\) consume one \(A_B\) and need one cell. The cost is \(2\varepsilon_{V_B}-\varepsilon_{A_B}+e_0=2H_S-H_T\), so \(F_{V_B}=H_S-H_T/2\).
- One \(B_A\) needs one more \(A_B\), so \(F_{B_A}=H_X\).

For constitutional \(V_A\) (B-rich):

- One \(A_B\) needs two more \(V_A\) and one cell: \(F_{A_B}=H_T\).
- One \(V_B\) needs one more \(V_A\) and one cell: \(F_{V_B}=H_S\).
- One \(B_A\) consumes two \(V_A\) and one cell: \(F_{B_A}=\varepsilon_{B_A}-2\varepsilon_{V_A}-e_0=H_X-H_T\).

The reactions also prove that the right constitutional defect was chosen. Any other state with the same atoms contains some numbers \(n_d\ge0\) of the remaining defects, and since energies add, it lies \(\sum_{d\ne c}n_dF_d\) above the state containing \(c\) alone. With all \(F_d>0\) that state is the ground state. The conditions which are not automatic are \(2H_S-H_T>0\) and \(H_X-H_T>0\), as before.

To see that \(F_d\) is what an Arrhenius plot measures, add the entropy. In a dilute crystal, adding one defect \(d\) changes \(\ln W\) by \(-\ln x_d\), and the extra cells contribute at order \(x\). At equilibrium the reaction changes \(G\) by nothing:
\[
F_d+kT\left(\ln x_d-\frac{q_d}{q_c}\ln x_c\right)=0,
\]
\[
x_d=x_c^{\,q_d/q_c}\,e^{-F_d/kT}.
\]
At low temperature the composition fixes \(x_c\), so \(-\partial\ln x_d/\partial(1/kT)=F_d\). For vacancies on the A-rich side \(x_{V_A}=x_{A_B}^{-1/2}e^{-H_T/2kT}\), with \(x_{A_B}\approx X\).

**At stoichiometry** no constitutional defect is present, and a whole set must be created. Suppose that triple defects dominate, so that \(V_B\) and \(B_A\) can be neglected; this requires \(H_T<\tfrac32\min(H_S,H_X)\), as shown below. Let \(m\) triple defects form: \(n_{V_A}=2m\), \(n_{A_B}=m\), with \(m\) added cells and energy \(mH_T\). In the dilute limit \(dG/dm=0\) reads \(H_T+kT(2\ln x_{V_A}+\ln x_{A_B})=0\), or
\[
x_{V_A}^2x_{A_B}=e^{-H_T/kT}\equiv x_*^3,\qquad x_*=e^{-H_T/3kT}.
\]
With \(x_{V_A}=2x_{A_B}\) this becomes \(4x_{A_B}^3=x_*^3\), so \(x_{A_B}=4^{-1/3}x_*\) and \(x_{V_A}=2^{1/3}x_*\). Both members have activation energy \(H_T/3\), the energy of the set shared among three independent defects.

## How sharp the jump is

The jump is a property of the limit \(T\to0\) at fixed nonzero \(X\). At any finite temperature the energies are continuous in \(X\). The product \(x_{V_A}^2x_{A_B}=x_*^3\) holds off stoichiometry too, because \(2E_{V_A}+E_{A_B}=H_T\) whatever \(\Delta\) is. Setting \(x_{V_A}=\eta x_*\) gives \(x_{A_B}=x_*/\eta^2\), and the composition condition, with \(V_B\) and \(B_A\) again neglected, is \(2x_{A_B}-x_{V_A}=2X\), which becomes
\[
\frac{2}{\eta^2}-\eta=\frac{2X}{x_*}.
\]
The crossover thus has width \(|X|\sim x_*\), which shrinks exponentially on cooling. For \(X\gg x_*\) the first term dominates and \(x_{A_B}\to X\). For \(X\ll-x_*\) the second dominates, so \(x_{V_A}\to2|X|\) and \(x_{A_B}\to x_*^3/4X^2\).

The steepness follows from differentiating \(2X=\sum_dq_dx_d\) with \(dx_d/d\Delta=q_dx_d/kT\):
\[
\frac{d\Delta}{dX}=\frac{2kT}{\sum_dq_d^2x_d}.
\]
At stoichiometry the sum is \(x_{V_A}+4x_{A_B}=3x_{V_A}\).

## When triple defects dominate

B2 order alone does not decide this. Three different questions have three different answers.

1. *Are the thermal defects at stoichiometry \(V_A\) and \(A_B\)?* If so, both have energy \(H_T/3\) as \(T\to0\), while \(E_{V_B}=H_S-E_{V_A}=H_S-H_T/3\) and \(E_{B_A}=H_X-E_{A_B}=H_X-H_T/3\). Both must exceed \(H_T/3\), which requires \(H_T<\tfrac32\min(H_S,H_X)\).
2. *Are the constitutional defects \(A_B\) and \(V_A\)?* This requires \(H_T<\min(2H_S,H_X)\).
3. *Is the leading thermal defect on each side the other member of the triple?* On the A-rich side \(H_T/2\) must lie below \(H_S-H_T/2\) and \(H_X\). On the B-rich side \(H_T\) must lie below \(H_S\) and \(H_X-H_T\). Together these require \(H_T<\min(H_S,H_X/2)\).

The third condition implies the other two. The first does not imply the second: for \(H_X<H_T<\tfrac32H_X\), with \(H_S\) large enough, a crystal has triple defects at stoichiometry but \(B_A\) antisites as its B-rich constitutional defects. The criteria were tested on 300 random energy sets, chosen away from ties; 40 were of this mixed kind. That count reflects the sampling ranges, not real alloys.

## A worked case

Take round model parameters: \(e_0=-1.20\) eV and \(\varepsilon=1.10,\,2.20,\,0.60,\,3.00\) eV for \(V_A,V_B,A_B,B_A\). They do not describe a particular alloy. Then
\[
\begin{aligned}
H_T&=-1.20+2(1.10)+0.60=1.60\ \text{eV},\\
H_S&=-1.20+1.10+2.20=2.10\ \text{eV},\\
H_X&=0.60+3.00=3.60\ \text{eV}.
\end{aligned}
\]
Since \(1.60<\min(2.10,1.80)\), the strictest criterion holds. The vacancy energy \(E_{V_A}\) jumps from 0 to 0.80 eV and the antisite energy \(E_{A_B}\) from 1.60 eV to 0. Linear programming at \(T=0\) reproduces all eight energies, and Arrhenius slopes near 500 K agree with them and with \(H_T/3=0.533\) eV at stoichiometry.

At 1000 K, \(kT=0.0862\) eV and \(x_*=2.05\times10^{-3}\). At stoichiometry \(x_{V_A}=2^{1/3}x_*\approx2.6\times10^{-3}\), and \(x_{A_B}\) is half of that. At 51 per cent A the vacancy fraction has fallen to \(6.5\times10^{-4}\); at 49 per cent it is 0.039. The dilute estimate \(2|X|=0.04\) is slightly high because vacancies also reduce the number of atoms: \(X=-x/(2-x)\) gives \(x=0.04/1.02=0.039\).

For the alloy of the opening question, 50.1 per cent A at 1000 K, the vacancy fraction on the A sites is \(1.7\times10^{-3}\), and the formation energy \(E_{V_A}\) is 0.548 eV, well below 0.80 eV. The reason is that \(E_{V_A}=(H_T-E_{A_B})/2\), and \(E_{A_B}\approx-kT\ln x_{A_B}\) vanishes only in proportion to \(T\). At 250 K, with \(x_{A_B}\approx0.002\), \(E_{V_A}=0.80+\tfrac12kT\ln0.002=0.733\) eV, while at 49.9 per cent it is 0.119 eV. The Arrhenius slope reaches its limit much sooner, as soon as \(x_*\ll|X|\) (not yet the case at 50.1 per cent and 1000 K), because a term \(kT\ln x_{A_B}\) with constant \(x_{A_B}\) changes the prefactor and not the slope.

## Phase limits

A fixed composition describes equilibrium B2 only while no other phase takes up the excess. Let a compound A\(_3\)B have energy \(h\) per formula unit. B2 is stable against it if \(3\mu_A+\mu_B\le h\); otherwise moving three A and one B into A\(_3\)B lowers \(G\). In the dilute limit
\[
3\mu_A+\mu_B=2e_0+2\Delta\quad\Rightarrow\quad\Delta\le\frac h2-e_0 .
\]
For \(h=-1.60\) eV the limit is 0.40 eV, above \(\Delta_+=0.30\) eV, and the A-rich antisite state survives at \(T=0\). For \(h=-2.10\) eV the limit is 0.15 eV and it does not. The largest antisite fraction is then
\[
x_{A_B}^{\max}\approx e^{-(\varepsilon_{A_B}-2\Delta)/kT}=e^{-(\varepsilon_{A_B}+2e_0-h)/kT},
\]
with exponent energy \(0.60-2.40+2.10=0.30\) eV. At 1000 K this gives 0.031; keeping the finite-concentration terms of the model gives 0.032, a boundary at 51.6 per cent A. At 300 K the limit is about \(9\times10^{-6}\), so the A-rich field has nearly closed. An alloy with 50.1 per cent A then lies in the two-phase region, and the jump derived above describes a metastable single-phase crystal.

On the B-rich side a compound AB\(_3\) of energy \(h'\) requires \(\mu_A+3\mu_B=2e_0-2\Delta\le h'\). With \(h'=-1.30\) eV this means \(\Delta\ge-0.55\) eV, which \(\Delta_-=-0.50\) eV satisfies.

## What each derivation assumes

Both need additive defect energies and a free number of cells. If defects interact, the energy is no longer linear in their numbers and the plateaus change. A smooth repulsion gives them a slope. Attraction or ordering can instead split the crystal into two phases at low temperature; while both are present, the chemical potentials stay constant, but at shifted values. If lattice sites cannot be created or removed, as in a fast quench, \(N\) and the total number of vacancies are frozen. The condition on \(\mu_A+\mu_B\) and every reaction that adds or removes a cell then drop out, so the vacancy energies above no longer hold; only reactions that change no cell, such as the exchange pair, keep their cost.

The reaction argument gets the ground state and the energies \(F_d\) from conservation and additivity alone. It needs entropy only to connect \(F_d\) with concentrations, and at stoichiometry, where energy alone gives \(H_T\) per set and the division by three comes from three independent defects. If they bound into one complex, the fraction of complexes would instead follow the full energy of the complex.

The chemical-potential argument assumes random mixing on each sublattice from the start. In return it covers every composition and temperature in the dilute range, including the crossover, and supplies the \(\mu_A,\mu_B\) that phase limits require. Its use of Stirling's formula was tested at 1000 K against an explicit sum over defect numbers for 200,000 atoms; the fractions agree within 0.4 per cent. That sum uses the same energies and random mixing, so it does not test those assumptions.

Vibrations enter both arguments by replacing \(e_0\) and \(\varepsilon_d\) with free energies. If the corresponding entropies do not depend on temperature, they multiply the low-temperature concentrations by constant factors and leave the limiting Arrhenius slopes unchanged. The full set of values is in the numerical output below.

## Computed results

```
energy per B2 cell e0 = -1.20 eV
V_A: raw eps = 1.10 eV, reduced g = 0.50 eV, q = -1
V_B: raw eps = 2.20 eV, reduced g = 1.60 eV, q = +1
A_B: raw eps = 0.60 eV, reduced g = 0.60 eV, q = +2
B_A: raw eps = 3.00 eV, reduced g = 3.00 eV, q = -2
H_T = 1.60 eV, H_S = 2.10 eV, H_X = 3.60 eV
T=0 pinned delta: A-rich 0.300 eV, B-rich -0.500 eV
T=0 energies from linear program, and jump (A-rich minus B-rich):
  V_A: B-rich 0.000, A-rich 0.800, jump +0.800 eV
  V_B: B-rich 2.100, A-rich 1.300, jump -0.800 eV
  A_B: B-rich 1.600, A-rich 0.000, jump -1.600 eV
  B_A: B-rich 2.000, A-rich 3.600, jump +1.600 eV
Arrhenius slopes near 500 K at X = -0.005, 0, +0.005:
  V_A: 0.000, 0.533, 0.800 eV
  V_B: 2.100, 1.567, 1.300 eV
  A_B: 1.600, 0.533, 0.000 eV
  B_A: 2.000, 3.067, 3.600 eV
at 1000 K: kT = 0.08617 eV, x* = 2.052e-03
at.% A | x(V_A) | x(A_B) | x(V_B) | x(B_A) | E(V_A) eV | E(A_B) eV
  49.0 | 3.923e-02 | 5.393e-06 | 6.65e-10 | 1.28e-13 | 0.276 | 1.045
  49.5 | 1.984e-02 | 2.150e-05 | 1.31e-09 | 3.28e-14 | 0.336 | 0.926
  49.9 | 4.752e-03 | 3.807e-04 | 5.49e-09 | 1.88e-15 | 0.461 | 0.678
  50.0 | 2.583e-03 | 1.291e-03 | 1.01e-08 | 5.55e-16 | 0.513 | 0.573
  50.1 | 1.735e-03 | 2.866e-03 | 1.50e-08 | 2.50e-16 | 0.548 | 0.504
  50.5 | 9.087e-04 | 1.045e-02 | 2.87e-08 | 6.80e-17 | 0.603 | 0.392
  51.0 | 6.518e-04 | 2.032e-02 | 4.00e-08 | 3.46e-17 | 0.632 | 0.334
largest relative gap, canonical sum vs mass action = 3.9e-03
d(delta)/dX at X=0: numerical 22.25 eV, formula 22.24 eV
T (K) | x* | E(V_A) in eV at 49.9, 50.0, 50.1 at.% A
  1000 | 2.05e-03 | 0.461, 0.513, 0.548
  500 | 4.21e-06 | 0.238, 0.523, 0.666
  250 | 1.77e-11 | 0.119, 0.528, 0.733
random energy sets tested: 300
  triple thermal defects at stoichiometry: 252
  constitutional A_B and V_A: 222
  triple members lead on both sides: 92
  triple at stoichiometry but other constitutional defects: 40
competitors: A3B weak -1.60, A3B strong -2.10, AB3 -1.30 eV per formula unit
delta limits at T=0: A3B weak 0.400, strong 0.150, AB3 -0.550 eV
strong A3B: closing energy 0.300 eV, slope near 300 K 0.300 eV
  dilute estimate of x(A_B) limit at 1000 K = 0.0308
  1000 K: x(A_B) limit = 3.181e-02, boundary = 51.5779 at.% A
  500 K: x(A_B) limit = 9.474e-04, boundary = 50.0474 at.% A
  300 K: x(A_B) limit = 9.125e-06, boundary = 50.0005 at.% A
  canonical cost of adding A3B at the 1000 K boundary = -2.1000 eV
```
